# Incoherent Transmittance of a Thick Fused-Silica Blank for Resist Measurements

**Common data.** A bare fused-silica wafer serves as the blank in measurements of resist transmission. Its faces are flat and parallel, its thickness is $d=1.0$ mm, and its refractive index is $n=1.56$ at the vacuum wavelength $\lambda=193.4$ nm (photon energy 6.411 eV). Light arrives at normal incidence from a medium of index 1. Unless a part says otherwise, the silica neither absorbs nor scatters, and the detector collects every forward beam.

Atomic units are used in the algebra, with time factor $e^{-i\omega t}$. The speed of light is $c$, the vacuum wave number is $k=\omega/c$, and the phase gained in one crossing of the wafer is $\phi=n\omega d/c=2\pi nd/\lambda$. Reflectance and transmittance are ratios of energy flux. In a non-magnetic medium of real index $n$, the flux of a travelling wave is proportional to $n|E|^2$.

## Part (a): one face

**Question.** Find the fractions of the flux reflected and transmitted at a single face, for light entering the silica and for light leaving it.

**Answer.** Let the face lie at $z=0$, with silica at $z>0$. For unit incident amplitude,

$$E=e^{ikz}+r\,e^{-ikz}\quad(z<0),\qquad E=t\,e^{inkz}\quad(z>0).$$

The tangential electric field is continuous. So is the tangential magnetic field, which in a non-magnetic medium is proportional to $dE/dz$. Hence $E$ and $dE/dz$ are both continuous:

$$1+r=t,\qquad 1-r=nt.$$

Adding the equations gives $2=(1+n)t$, and $r$ then follows from the first:

$$t=\frac{2}{1+n},\qquad r=t-1=\frac{1-n}{1+n}.$$

The reflected wave travels in the same medium as the incident one, so its flux fraction is

$$R=r^2=\left(\frac{n-1}{n+1}\right)^2.$$

The transmitted wave travels in the silica, so its flux carries a factor $n$:

$$n t^2=\frac{4n}{(n+1)^2}=\frac{(n+1)^2-(n-1)^2}{(n+1)^2}=1-R.$$

For light leaving the silica, the wave numbers change places. The conditions become $1+r'=t'$ and $n(1-r')=t'$, so that

$$r'=\frac{n-1}{n+1}=-r,\qquad t'=\frac{2n}{n+1}.$$

The reflected fraction is again $R$. The transmitted fraction is $t'^2/n=4n/(n+1)^2=1-R$, where the division by $n$ refers the flux to that of the incident wave in silica.

For the given index,

$$R=\left(\frac{0.56}{2.56}\right)^2=0.04785,\qquad 1-R=0.95215.$$

Each face reflects 4.785% and transmits 95.215%, in either direction.

## Part (b): adding the powers

**Question.** Suppose that the successive beams have no fixed phase relation in the detected signal, so that their powers add. Find the total transmittance and reflectance. How large is the error if only the first transmitted beam is counted?

**Answer.** A fraction $1-R$ of the incident power enters. At the far face a fraction $1-R$ of this leaves, so the first exit carries $(1-R)^2$. The part kept inside reflects once at the far face and once at the near face before it reaches the far face again. Each further exit therefore carries $R^2$ times the power of the one before:

$$T=(1-R)^2\left(1+R^2+R^4+\cdots\right).$$

Since $R^2<1$, the geometric series converges, and

$$T=\frac{(1-R)^2}{1-R^2}=\frac{(1-R)^2}{(1-R)(1+R)}=\frac{1-R}{1+R}.$$

To write this in terms of the index, use

$$1-R=\frac{4n}{(n+1)^2},\qquad 1+R=\frac{(n+1)^2+(n-1)^2}{(n+1)^2}=\frac{2(n^2+1)}{(n+1)^2}.$$

Their ratio is

$$\boxed{T=\frac{2n}{n^2+1}}.$$

With $n^2=2.4336$,

$$T=\frac{3.12}{3.4336}=0.90867,$$

or **90.9%**. The thickness has dropped out because a lossless crossing costs no power.

The reflected beams are the direct one, $R$, and those that enter, reflect an odd number of times inside, and leave through the near face:

$$R_{\rm tot}=R+(1-R)^2R\,(1+R^2+\cdots)=R+\frac{R(1-R)}{1+R}=\frac{2R}{1+R}.$$

This is 9.133%, and $T+R_{\rm tot}=1$, as energy conservation requires.

The first three exits carry 90.65866%, 0.20759% and 0.00048% of the incident power. After $N$ exits, the missing part of the series is

$$(1-R)^2\sum_{m=N}^{\infty}R^{2m}=\frac{(1-R)^2R^{2N}}{1-R^2}=T R^{2N}.$$

Keeping only the first exit thus underestimates $T$ by $TR^2$, which is 0.208 percentage points here. The first exit alone would be quoted as 90.7%.

Two limits show when the later exits matter. As $n\to1$, $R\to0$ and the wafer becomes invisible. For $n\gg1$, the full sum falls as $2/n$, whereas the first exit, $(1-R)^2=16n^2/(n+1)^4$, falls as $16/n^2$. In a plate of very high index, most of the transmitted power would therefore come from repeated reflections. Silica is close to the first limit.

## Part (c): adding the amplitudes

**Question.** Now let the light be monochromatic and the wafer perfectly parallel. Find the transmittance as a function of $\phi$, its extreme values, and its average over one fringe.

**Answer.** The first transmitted amplitude is $tt'e^{i\phi}$. Each round trip multiplies it by $r'^2e^{2i\phi}$. From part (a), $tt'=4n/(n+1)^2=1-R$ and $r'^2=R$. The total amplitude is

$$\tau=(1-R)e^{i\phi}\sum_{m=0}^{\infty}\left(Re^{2i\phi}\right)^m=\frac{(1-R)e^{i\phi}}{1-Re^{2i\phi}}.$$

The wave leaves into the same medium from which it came, so the coherent transmittance is $|\tau|^2$:

$$T_{\rm c}(\phi)=\frac{(1-R)^2}{1-2R\cos2\phi+R^2}=\frac{(1-R)^2}{(1-R)^2+4R\sin^2\phi}.$$

The last form uses $\cos2\phi=1-2\sin^2\phi$. The maximum, at $\sin\phi=0$, is 1. The minimum, at $\sin^2\phi=1$, has denominator $(1-R)^2+4R=(1+R)^2$, so

$$T_{\rm c,min}=\left(\frac{1-R}{1+R}\right)^2=T^2.$$

For this wafer the range is 82.568% to 100%. The incoherent value $T=\sqrt{1\times T^2}$ is the geometric mean of the two extremes.

For the average, write the squared modulus as a double sum:

$$T_{\rm c}=(1-R)^2\sum_{m,m'=0}^{\infty}R^{m+m'}e^{2i(m-m')\phi}.$$

Group the terms by $q=|m-m'|$. The terms with $q=0$ add to $\sum_m R^{2m}=1/(1-R^2)$. For each $q\ge1$, the two signs of $m-m'$ combine into $2\cos2q\phi$, with weight $R^q\sum_m R^{2m}=R^q/(1-R^2)$. Since $(1-R)^2/(1-R^2)=T$,

$$T_{\rm c}(\phi)=T\left[1+2\sum_{q=1}^{\infty}R^q\cos(2q\phi)\right].$$

One fringe is a change of $\pi$ in $\phi$. Every cosine averages to zero over that interval, and $T$ remains. The interference terms move power between reflection and transmission as $\phi$ changes, but they have no net effect over a whole fringe.

The same average was found without summing beams. The wave equation was integrated numerically through twelve plates of index 1.56, with phase thicknesses evenly spaced over one fringe. The mean transmittance was 90.867%, in agreement with part (b).

## Part (d): when the average is justified

**Question.** Decide whether part (b) applies to (i) a spectrophotometer with a Gaussian band of full width at half maximum 0.50 nm, and (ii) a narrowed laser line, also Gaussian, of width 0.35 pm. Take $dn/d\lambda=-0.0016$ nm$^{-1}$. Then examine a monochromatic beam over which the wafer thickness varies uniformly by 1000 nm.

**Answer.** The index depends on wavelength, so differentiating $\phi=2\pi nd/\lambda$ gives

$$\frac{d\phi}{d\lambda}=2\pi d\left(\frac{1}{\lambda}\frac{dn}{d\lambda}-\frac{n}{\lambda^2}\right)=-\frac{2\pi n_{\rm g}d}{\lambda^2},\qquad n_{\rm g}=n-\lambda\frac{dn}{d\lambda}.$$

Setting the magnitude of the phase change equal to $\pi$ gives the fringe period

$$\Delta\lambda=\frac{\lambda^2}{2n_{\rm g}d}.$$

This treats the slope as constant over one period, which is a small fraction of $\lambda$. Here $n_{\rm g}=1.56+193.4\times0.0016=1.869$, and

$$\Delta\lambda=\frac{(193.4)^2}{2\times1.869\times10^6}\ {\rm nm}=0.0100\ {\rm nm}=10.0\ {\rm pm}.$$

A Gaussian band of standard deviation $\sigma$ multiplies the cosine of order $q$ by $\exp[-\tfrac12(2\pi q\sigma/\Delta\lambda)^2]$, where $\sigma$ is the full width at half maximum divided by $2\sqrt{2\ln2}=2.355$.

(i) The instrument's width covers 50 fringe periods, so $\sigma/\Delta\lambda\approx21$ and the factor is negligible. Averaging the coherent transmittance over this band, with the dispersion included, gives 90.867%. Part (b) applies.

(ii) The laser's width is 0.035 of a period, so $\sigma/\Delta\lambda\approx0.015$ and the factor for $q=1$ is about 0.996. The fringes survive almost intact. As the laser is tuned through one period, the calculated transmittance runs from 82.60% to 99.95%. Part (b) fails for a perfectly parallel wafer in a collimated beam, even though the wafer is thousands of wavelengths thick. Large thickness helps by making the fringes narrow, but in that geometry the detected band must still be wide enough to average over them, and the width needed depends on its shape. For a Gaussian band whose full width at half maximum is one period, the factor for $q=1$ is about 0.03; for two periods it is below $10^{-6}$.

A spread of incidence angles also averages the fringes. At a small angle $\theta$ the phase falls by about $\pi d\theta^2/(n\lambda)$, which is one fringe at $\theta=\sqrt{n\lambda/d}\approx1^\circ$ for this wafer, so the laser result above assumes a beam collimated to well under a degree.

Thickness variation can likewise supply the missing average. At fixed wavelength, one fringe corresponds to a thickness change

$$\Delta d=\frac{\lambda}{2n}=61.99\ {\rm nm},$$

so the stated variation covers $M=1000/61.99=16.13$ fringes. For $\phi$ spread uniformly over a width $M\pi$ about $\phi_0$,

$$\langle\cos2q\phi\rangle=\cos(2q\phi_0)\,\frac{\sin(\pi qM)}{\pi qM}.$$

Its magnitude is at most $1/(\pi qM)$. Using $\sum_{q\ge1}R^q/q=-\ln(1-R)$,

$$|\langle T_{\rm c}\rangle-T|\le\frac{2T}{\pi M}\sum_{q=1}^{\infty}\frac{R^q}{q}=-\frac{2T\ln(1-R)}{\pi M}.$$

The bound is 0.176 percentage points. The largest deviation found as the mean thickness is shifted through one fringe is 0.072 points. It is smaller because $M$ is near a whole number, where $\sin(\pi M)$ vanishes: for $M=16.13$ this sine is about 0.4. For a uniform spread and an arbitrary mean thickness, the detector must collect light from many fringes, or from a whole number of them, for this average to hold. If it receives only a tenth of this thickness range, about 1.6 fringes, the deviation can reach 1.6 points.

## Part (e): a transparent resist on the blank

**Question.** One face is coated with a non-absorbing resist of index $n_{\rm f}=1.70$ and thickness $3\lambda/(4n_{\rm f})$. The transmittance is divided by that of the bare blank, both measured with the 0.50 nm band. What absorbance would be inferred if reflection were assumed to cancel?

**Answer.** The film is 85.32 nm thick. Neglecting dispersion, its phase thickness of $3\pi/2$ changes by only about $(3\pi/2)(0.50/193.4)=0.012$ across the width of the band, so the band does not average out interference in the film. Amplitudes must therefore be added inside the film, while powers are added inside the wafer.

Let $a$ and $b$ be the forward and backward amplitudes at the front of the film, and define $G=(ik)^{-1}dE/dz$. At the front,

$$E=a+b,\qquad G=n_{\rm f}(a-b).$$

The film's phase thickness is $3\pi/2$, so the forward wave is multiplied by $-i$ and the backward wave by $+i$. At the back,

$$E_{\rm b}=-i(a-b),\qquad G_{\rm b}=-in_{\rm f}(a+b).$$

To find the reflectance of this face alone, let only a forward wave exist in the silica. Then $G_{\rm b}=nE_{\rm b}$, so $a-b=n_{\rm f}(a+b)/n$. Substitution at the front gives $G/E=n_{\rm f}^2/n$. The coated face reflects like a bare face of index $n_{\rm f}^2/n$, and part (a) gives

$$R_1=\left(\frac{n-n_{\rm f}^2}{n+n_{\rm f}^2}\right)^2=\left(\frac{1.56-2.89}{1.56+2.89}\right)^2=0.0893.$$

For light arriving from inside the silica, the exit medium has index 1 and the film presents the effective index $n_{\rm f}^2$. The amplitude is $(n-n_{\rm f}^2)/(n+n_{\rm f}^2)$, so the reflectance is again $R_1$.

The power sum now has entry factor $1-R_1$, exit factor $1-R$, and round-trip factor $R_1R$:

$$T_{\rm film}=\frac{(1-R_1)(1-R)}{1-R_1R}=\frac{0.9107\times0.9521}{0.9957}=0.8708.$$

The ratio to the bare blank is $0.8708/0.9087=0.9583$. The inferred decadic absorbance is $-\log_{10}0.9583=0.0185$, although the film absorbs nothing. The loss is extra reflection.

If the phase thickness of the film were a multiple of $\pi$, both amplitudes would be multiplied by the same sign. Then $G/E$ would be $n$ at the front as well, $R_1$ would equal $R$, and the false absorbance would vanish. For a non-absorbing film, division by the blank cancels reflection at such thicknesses, but not at the thickness given here. If the film absorbs, the cancellation at such thicknesses is only approximate.

## Part (f): a real blank

**Question.** Include weak bulk absorption, then judge how far real conditions move the answer to part (b).

**Answer.** Let $A=e^{-\alpha d}$ be the power transmitted in one crossing. Absorption this weak has a negligible effect on the face reflectance. The first exit becomes $(1-R)^2A$, and each round trip contributes $R^2A^2$, so

$$T_A=\frac{(1-R)^2A}{1-R^2A^2}.$$

For $\alpha=0.010$ cm$^{-1}$, $\alpha d=0.0010$, and the transmittance falls by 0.091 percentage points.

The index 1.56 and the dispersion used above are close to those of fused silica near this wavelength. The following estimates use rough typical parameters, changed one at a time from the ideal blank:

- **Organic residue:** 0.2 nm on each face, with real index 1.60 and absorption coefficient 10 µm$^{-1}$, changes $T$ by $-0.46$ points.
- **Roughness:** 0.5 nm rms on each face changes it by about $-0.02$ points, if the height varies slowly along the face on the scale of a wavelength and all scattered light misses the detector. Much finer roughness acts more like a graded index and can raise $T$ slightly.
- **Surrounding air:** index 1.0003 changes it by $+0.011$ points.
- **Heating:** a rise of 10 K, at $20\times10^{-6}$ K$^{-1}$, changes it by $-0.005$ points.
- **Tilt:** 5° changes it by $-0.09$ points for s polarization, but by less than 0.001 points for unpolarized light, because the s and p changes nearly cancel.

The heating figure can be checked from

$$\frac{dT}{dn}=\frac{2(n^2+1)-4n^2}{(n^2+1)^2}=\frac{2(1-n^2)}{(n^2+1)^2}=-0.243.$$

Multiplying by the index change $2\times10^{-4}$ gives $-4.9\times10^{-5}$, or $-0.005$ points.

For unpolarized light, adding these small changes together with bulk absorption gives about $-0.56$ points, hence a transmittance near 90.3%. The assumption that matters most in this set is that the faces are clean. The residue estimate scales with an assumed thickness and absorption, so 90.3% illustrates the size of the correction and does not predict a particular wafer. The value 90.9% is the reflection limit of a clean, lossless blank under the averaging conditions of part (d). The main calculated values are collected in the numerical output.

## Table of computed values

```
Plate index: 1.56
Vacuum wavelength: 193.4 nm
Photon energy: 6.411 eV
Plate thickness: 1.0 mm
Reflectance of one face: 4.785 %
Transmittance of one face: 95.215 %
Forward exit 1: 90.65866 %
Forward exit 2: 0.20759 %
Forward exit 3: 0.00048 %
Incoherent transmittance: 90.867 %
Incoherent reflectance: 9.133 %
Transmittance from averaged wave integration: 90.867 %
Error if only first exit is kept: -0.2081 % points
Coherent minimum transmittance: 82.568 %
Coherent maximum transmittance: 100.000 %
Index slope: -0.0016 1/nm
Group index: 1.869
Fringe period in wavelength: 10.00 pm
Instrument bandwidth FWHM: 0.50 nm
Fringe periods in instrument FWHM: 50.0
Instrument-averaged transmittance: 90.867 %
Laser bandwidth FWHM: 0.35 pm
Laser minimum, parallel plate: 82.60 %
Laser maximum, parallel plate: 99.95 %
Thickness change per fringe: 61.99 nm
Thickness variation across beam: 1000 nm
Fringes across beam: 16.13
Largest residual with thickness variation: 0.0724 % points
Upper bound on that residual: 0.1758 % points
Bulk absorption coefficient: 0.010 1/cm
Change from bulk absorption: -0.0912 % points
Organic residue per face: 0.20 nm
Residue real index: 1.60
Residue absorption coefficient: 10.0 1/um
Change from residue on both faces: -0.4588 % points
Roughness rms per face: 0.50 nm
Change from roughness scatter: -0.0150 % points
Tilt angle: 5.0 degrees
Tilt change, s polarization: -0.0855 % points
Tilt change, unpolarized: -0.00015 % points
Temperature rise: 10.0 K
Thermo-optic coefficient: 20.0 1e-6/K
Change from heating: -0.00486 % points
Air index: 1.0003
Change from surrounding air: 0.0114 % points
Transparent resist index: 1.70
Resist thickness: 85.32 nm
Reflectance of resist-coated face: 8.933 %
Transmittance with transparent resist: 87.082 %
Resist-to-blank transmittance ratio: 0.9583
False decadic absorbance: 0.0185
```
